# Elastic image energy of a point defect in periodic supercells: a program that tests the result

```python
"""
Elastic image energy of a point defect in periodic cells of fixed shape.
Result under test: E(V) = E_infinity + A/V + O(V**(-5/3)) at zero mean strain,
  A = -1/2 lim [sum_{q != 0} g(q)w(q) - v integral g(q)w(q) d^3q],
  g(n) = (P n).(n C n)^(-1).(P n).
P: dressed force dipole, C: elastic tensor, q: reciprocal vector / (2 pi/L),
v: cell volume / L^3, w: smooth cutoff with w(0)=1.
For zero mean stress, A is replaced by A - P:S:P/2, with S the compliance.
A nonlinear defect in a harmonic lattice supplies the independent energies.
Internal units: nm, nN, aJ = nN nm, GPa = nN/nm^2, and N/m = nN/nm.
"""
import numpy as np
import sympy as sp
from scipy.constants import e as elementary_charge
from scipy.optimize import root

EV = 1e-18 / elementary_charge       # eV per aJ
a = 0.3                              # lattice constant, nm
k_near, k_second = 30.0, 15.0        # host springs, nN/nm
k_core = 45.0                        # defect springs, nN/nm
half_bonds = [(np.array(b), k_near) for b in np.eye(3, dtype=int)]
half_bonds += [(np.array(b), k_second) for b in
               [(1, 1, 0), (1, -1, 0), (1, 0, 1),
                (1, 0, -1), (0, 1, 1), (0, 1, -1)]]
sites = np.array([[0, 0, 0], [1, 0, 0], [-1, 0, 0], [0, 1, 0],
                  [0, -1, 0], [0, 0, 1], [0, 0, -1]])
rest_ratio = np.array([1.10, 1.10, 1.10, 1.10, 1.08, 1.00])

# Elastic tensor from the spring energy under homogeneous strain.
C = np.zeros((3, 3, 3, 3))
for bond, spring in half_bonds:
    n = bond / np.linalg.norm(bond)
    C += spring * (bond @ bond) / a * np.einsum('i,j,k,l->ijkl', n, n, n, n)
S = np.linalg.pinv(C.reshape(9, 9))


def green_table(cells):
    """Static periodic lattice Green function, with translation removed."""
    axes = [2 * np.pi * np.arange(n) / n for n in cells]
    theta = np.stack(np.meshgrid(*axes, indexing='ij'), axis=-1)
    D = np.zeros(tuple(cells) + (3, 3))
    for bond, spring in half_bonds:
        n = bond / np.linalg.norm(bond)
        D += (2 * spring * (1 - np.cos(theta @ bond)))[..., None, None] \
            * np.outer(n, n)
    D[0, 0, 0] = np.eye(3)
    G = np.linalg.inv(D)
    G[0, 0, 0] = 0
    return np.fft.ifftn(G, axes=(0, 1, 2)).real


def green_between(table, points):
    cells = np.array(table.shape[:3])
    d = (points[:, None] - points[None, :]) % cells
    blocks = table[d[..., 0], d[..., 1], d[..., 2]]
    size = 3 * len(points)
    return blocks.transpose(0, 2, 1, 3).reshape(size, size)


def core_energy_gradient(u):
    """Defect bonds minus the host bonds that they replace."""
    u = u.reshape(-1, 3)
    directions = sites[1:]
    relative = u[1:] - u[0]
    vectors = a * directions + relative
    length = np.linalg.norm(vectors, axis=1)
    extension = length - a * rest_ratio
    along = np.sum(directions * relative, axis=1)
    energy = 0.5 * np.sum(k_core * extension**2 - k_near * along**2)
    outer = (k_core * extension / length)[:, None] * vectors \
        - k_near * along[:, None] * directions
    gradient = np.vstack([-outer.sum(axis=0), outer])
    return energy, gradient.ravel()


def relax(G, volume, strain=None):
    """Relax all atoms at a given mean strain; return energy, P and forces."""
    strain = np.zeros((3, 3)) if strain is None else strain
    affine = (a * sites @ strain.T).ravel()
    residual = lambda t: t + core_energy_gradient(affine + G @ t)[1]
    t = root(residual, np.zeros(len(G)), tol=1e-13).x
    assert np.max(np.abs(residual(t))) < 1e-9
    energy = 0.5 * volume * np.einsum('ij,ijkl,kl', strain, C, strain)
    energy += 0.5 * t @ G @ t + core_energy_gradient(affine + G @ t)[0]
    forces = t.reshape(-1, 3)
    return energy, np.einsum('ai,aj->ij', forces, a * sites), forces


def angular_g(P, elastic, n):
    nn = (n[:, :, None] * n[:, None, :]).reshape(-1, 9)
    operator = elastic.transpose(1, 3, 0, 2).reshape(9, 9)
    acoustic = (nn @ operator).reshape(-1, 3, 3)
    force = n @ P.T
    response = np.linalg.solve(acoustic, force[..., None])[..., 0]
    return np.sum(force * response, axis=1)


def mean_g(P, elastic):
    z, weight = np.polynomial.legendre.leggauss(48)
    phi = 2 * np.pi * np.arange(96) / 96
    s = np.sqrt(1 - z**2)
    n = np.stack([s[:, None] * np.cos(phi), s[:, None] * np.sin(phi),
                  np.repeat(z[:, None], 96, axis=1)], axis=-1)
    values = angular_g(P, elastic, n.reshape(-1, 3)).reshape(48, 96)
    return 0.5 * weight @ values.mean(axis=1)


def cutoff(x):
    return (1 + x**2 + x**4 / 2) * np.exp(-x**2)


def integer_points(limits):
    axes = [np.arange(-m, m + 1) for m in limits]
    return np.stack(np.meshgrid(*axes, indexing='ij'), axis=-1).reshape(-1, 3)


def image_coefficient(P, elastic, shape=(1, 1, 1), eta=0.2):
    shape = np.array(shape)
    q = integer_points(np.ceil(6.4 / eta * shape).astype(int)) / shape
    length = np.linalg.norm(q, axis=1)
    keep = (length > 0) & (eta * length < 6.4)
    q, length = q[keep], length[keep]
    total = angular_g(P, elastic, q / length[:, None]) @ cutoff(eta * length)
    integral = np.prod(shape) * mean_g(P, elastic) \
        * 4.375 * np.pi**1.5 / eta**3
    return -0.5 * (total - integral)


def fit_volume(volumes, energies):
    v = np.array(volumes)
    return np.linalg.solve(np.column_stack([v**0, 1 / v, v**(-5 / 3)]),
                           energies)


# Lattice Green function against inversion of an explicit force-constant matrix.
points4 = np.array(list(np.ndindex(4, 4, 4)))
K = np.zeros((192, 192))
for i, point in enumerate(points4):
    for bond, spring in half_bonds:
        j = np.ravel_multi_index((point + bond) % 4, (4, 4, 4))
        block = spring * np.outer(bond, bond) / (bond @ bond)
        si, sj = slice(3*i, 3*i+3), slice(3*j, 3*j+3)
        K[si, si] += block
        K[sj, sj] += block
        K[si, sj] -= block
        K[sj, si] -= block
assert np.allclose(np.linalg.pinv(K, rcond=1e-11),
                   green_between(green_table((4, 4, 4)), points4), atol=1e-10)

# Relaxed defect energies in cubic cells, at zero strain and at zero stress.
sizes = [6, 12, 24, 48]
volumes, energies, dipoles, free_energies = [], [], [], []
for N in sizes:
    G = green_between(green_table((N, N, N)), sites)
    volume = (N * a)**3
    energy, P, forces = relax(G, volume)
    volumes.append(volume)
    energies.append(energy)
    dipoles.append(P)
    strain = np.zeros((3, 3))
    for _ in range(8):
        free_energy, P_strained, _ = relax(G, volume, strain)
        strain = (S @ P_strained.ravel()).reshape(3, 3) / volume
    free_energies.append(relax(G, volume, strain)[0])
    if N == 12:
        step = 1e-4
        for axis in (0, 2):
            test_strain = np.zeros((3, 3))
            test_strain[axis, axis] = step
            slope = (relax(G, volume, test_strain)[0]
                     - relax(G, volume, -test_strain)[0]) / (2 * step)
            assert abs(slope + P[axis, axis]) < 1e-5 * abs(P[axis, axis])
volumes, energies = np.array(volumes), np.array(energies)
P = dipoles[-1]
assert np.allclose(P, P.T, atol=1e-9)
assert np.max(np.abs(forces.sum(axis=0))) < 1e-9

# The stationary core configuration must be a local minimum.
u = G @ forces.ravel()
H = np.array([(core_energy_gradient(u + d)[1]
               - core_energy_gradient(u - d)[1]) / 2e-6
              for d in 1e-6 * np.eye(len(u))])
stability = np.linalg.eigvals(np.eye(len(u)) + G @ H).real.min()
assert stability > 0

# Continuum coefficient against direct lattice energies.
A = image_coefficient(P, C)
g_mean = mean_g(P, C)
scale = g_mean / 2
assert abs(A - image_coefficient(P, C, eta=0.25)) < 1e-4 * scale
E_inf, A_fit, _ = fit_volume(volumes[1:], energies[1:])
assert abs(A_fit - A) < 5e-3 * scale
A_free = A - 0.5 * P.ravel() @ S @ P.ravel()
E_inf_free, A_free_fit, _ = fit_volume(volumes[1:], free_energies[1:])
assert abs(A_free_fit - A_free) < 5e-3 * scale
assert abs(E_inf_free - E_inf) < 1e-6 * abs(E_inf)

# Bare forces, evaluated before relaxation, do not give the right coefficient.
bare_forces = -core_energy_gradient(np.zeros(21))[1].reshape(-1, 3)
P_bare = np.einsum('ai,aj->ij', bare_forces, a * sites)
A_bare = image_coefficient(P_bare, C)
assert abs(A_bare - A_fit) > 0.05 * abs(A_fit)

# Remainder exponent without using a fitted infinite-cell energy.
second_moment = np.sum(forces[:, 2] * (a * sites[:, 2])**2)
assert abs(second_moment) > 1e-3
remainders = [energies[i] - energies[i+1]
              - A * (1 / volumes[i] - 1 / volumes[i+1]) for i in (1, 2)]
exponent = np.log2(abs(remainders[0] / remainders[1]))
assert 4.6 < exponent < 5.5

# A different fixed shape has the same power but its own coefficient.
# Omitted higher powers must fade when the fitted cells are made larger.
long_volumes, long_energies = [], []
for N in (8, 16, 32, 64):
    G_long = green_between(green_table((N, N, 2*N)), sites)
    long_volumes.append(2 * (N*a)**3)
    long_energies.append(relax(G_long, long_volumes[-1])[0])
A_long = image_coefficient(P, C, shape=(1, 1, 2))
A_long_other = image_coefficient(P, C, shape=(1, 1, 2), eta=0.25)
assert abs(A_long - A_long_other) < 1e-3 * scale
A_long_small = fit_volume(long_volumes[:3], long_energies[:3])[1]
E_inf_long, A_long_fit, _ = fit_volume(long_volumes[1:], long_energies[1:])
small_deviation = abs(A_long_small - A_long) / scale
large_deviation = abs(A_long_fit - A_long) / scale
report = f"relative deviations {small_deviation:.3e}, {large_deviation:.3e}"
assert large_deviation < 1e-2, report
assert large_deviation < small_deviation / 4, report
assert abs(E_inf_long - E_inf) < 1e-6 * abs(E_inf)
assert abs(A_long - A) > 0.01 * scale

# Isotropic checks: closed dilation result and an independent real-space sum.
lam, mu = 60.0, 50.0
I = np.eye(3)
C_iso = lam * np.einsum('ij,kl->ijkl', I, I) \
    + mu * (np.einsum('ik,jl->ijkl', I, I)
            + np.einsum('il,jk->ijkl', I, I))
A_dilation = image_coefficient(I, C_iso)
A_dilation_formula = 1 / (2 * (lam + 2*mu))
assert abs(A_dilation / A_dilation_formula - 1) < 1e-6
A_dilation_free = A_dilation - 0.5 / (lam + 2*mu/3)
assert A_dilation_free < 0
P_iso = np.diag([1.0, 1.0, 2.0])
A_iso = image_coefficient(P_iso, C_iso)
X = sp.symbols('x y z', real=True)
r = sp.sqrt(sum(x*x for x in X))
nu = lam / (2 * (lam + mu))
phi = 0
for i in range(3):
    for k in range(3):
        tensor = ((3 - 4*nu) * int(i == k) / r + X[i]*X[k] / r**3) \
            / (16 * np.pi * mu * (1 - nu))
        phi += P_iso[i, i] * P_iso[k, k] * sp.diff(tensor, X[i], X[k])
pair_energy = sp.lambdify(X, phi, 'numpy')
R = integer_points((32, 32, 32))
R = R[np.any(R != 0, axis=1)].astype(float)
pair = pair_energy(*R.T)
sphere_sum = 0.5 * pair @ cutoff(np.linalg.norm(R, axis=1) / 5)
flat_sum = 0.5 * pair @ cutoff(np.linalg.norm(R * [1, 1, 2], axis=1) / 5)
iso_scale = mean_g(P_iso, C_iso) / 2
assert abs(sphere_sum + iso_scale - A_iso) < 1e-3 * iso_scale
assert abs(flat_sum - sphere_sum) > 0.01 * iso_scale

# Correct one moderate cell using only the dipole found in that same cell.
A_cell = image_coefficient(dipoles[1], C)
corrected = energies[1] - A_cell / volumes[1]
assert abs(corrected - E_inf) < 0.2 * abs(energies[1] - E_inf)

print(f"lattice constant = {a:.3f} nm")
print(f"host springs, near and second = {k_near:.1f}, {k_second:.1f} N/m")
print(f"defect spring = {k_core:.1f} N/m")
print("rest length / a, +x -x +y -y +z -z =", *rest_ratio)
print(f"C11, C12, C44 = {C[0,0,0,0]:.2f}, {C[0,0,1,1]:.2f}, "
      f"{C[0,1,0,1]:.2f} GPa")
print(f"bare Pxx, Pzz = {P_bare[0,0]*EV:.5f}, {P_bare[2,2]*EV:.5f} eV")
print(f"dressed Pxx, Pzz = {P[0,0]*EV:.5f}, {P[2,2]*EV:.5f} eV")
print(f"second force moment zzz = {second_moment:.6f} nN nm^2")
print(f"smallest stability eigenvalue = {stability:.5f} (no unit)")
print(f"angular mean g = {g_mean*EV*1000:.5f} meV nm^3")
print(f"A cubic, continuum = {A*EV*1000:.5f} meV nm^3")
print(f"A cubic, lattice fit = {A_fit*EV*1000:.5f} meV nm^3")
print(f"A cubic, bare dipole = {A_bare*EV*1000:.5f} meV nm^3")
print(f"A 1:1:2, continuum = {A_long*EV*1000:.5f} meV nm^3")
print(f"A 1:1:2, fit N=8,16,32 = {A_long_small*EV*1000:.5f} meV nm^3")
print(f"A 1:1:2, fit N=16,32,64 = {A_long_fit*EV*1000:.5f} meV nm^3")
print(f"1:1:2 fit deviations / (gbar/2) = {small_deviation:.6f}, "
      f"{large_deviation:.6f} (no unit)")
print(f"A zero stress, continuum = {A_free*EV*1000:.5f} meV nm^3")
print(f"A zero stress, lattice fit = {A_free_fit*EV*1000:.5f} meV nm^3")
print(f"E infinity = {E_inf*EV:.9f} eV")
for N, volume, energy in zip(sizes, volumes, energies):
    print(f"N={N}: V={volume:.3f} nm^3, E-Einf="
          f"{(energy-E_inf)*EV*1000:.7f} meV, "
          f"A/V={A/volume*EV*1000:.7f} meV")
print(f"remainder exponent in 1/L = {exponent:.4f} (no unit)")
print(f"N=12 own-dipole A = {A_cell*EV*1000:.5f} meV nm^3")
print(f"N=12 corrected error = {(corrected-E_inf)*EV*1000:.7f} meV")
print(f"isotropic lambda, mu = {lam:.1f}, {mu:.1f} GPa")
print("isotropic tests use P entries in aJ")
print(f"dilation P=diag(1,1,1): A = {A_dilation:.8f} aJ nm^3")
print(f"dilation closed formula: A = {A_dilation_formula:.8f} aJ nm^3")
print(f"dilation at zero stress: A = {A_dilation_free:.8f} aJ nm^3")
print(f"P=diag(1,1,2): reciprocal A = {A_iso:.8f} aJ nm^3")
print(f"spherical pair sum = {sphere_sum:.8f} aJ nm^3")
print(f"mean-strain term gbar/2 = {iso_scale:.8f} aJ nm^3")
print(f"spherical total = {sphere_sum+iso_scale:.8f} aJ nm^3")
print(f"flattened-cutoff pair sum = {flat_sum:.8f} aJ nm^3")
print("PASS")
```

Printed output:

```
lattice constant = 0.300 nm
host springs, near and second = 30.0, 15.0 N/m
defect spring = 45.0 N/m
rest length / a, +x -x +y -y +z -z = 1.1 1.1 1.1 1.1 1.08 1.0
C11, C12, C44 = 200.00, 50.00, 50.00 GPa
bare Pxx, Pzz = 5.05562, 2.02225 eV
dressed Pxx, Pzz = 4.49532, 1.91185 eV
second force moment zzz = 0.073327 nN nm^2
smallest stability eigenvalue = 0.91525 (no unit)
angular mean g = 14.44950 meV nm^3
A cubic, continuum = 12.59482 meV nm^3
A cubic, lattice fit = 12.57833 meV nm^3
A cubic, bare dipole = 16.17762 meV nm^3
A 1:1:2, continuum = 23.47900 meV nm^3
A 1:1:2, fit N=8,16,32 = 23.33306 meV nm^3
A 1:1:2, fit N=16,32,64 = 23.47171 meV nm^3
1:1:2 fit deviations / (gbar/2) = 0.020200, 0.001009 (no unit)
A zero stress, continuum = -0.36161 meV nm^3
A zero stress, lattice fit = -0.37737 meV nm^3
E infinity = 0.385917089 eV
N=6: V=5.832 nm^3, E-Einf=2.7217939 meV, A/V=2.1596051 meV
N=12: V=46.656 nm^3, E-Einf=0.2835633 meV, A/V=0.2699506 meV
N=24: V=373.248 nm^3, E-Einf=0.0341361 meV, A/V=0.0337438 meV
N=48: V=2985.984 nm^3, E-Einf=0.0042261 meV, A/V=0.0042180 meV
remainder exponent in 1/L = 5.1050 (no unit)
N=12 own-dipole A = 12.60197 meV nm^3
N=12 corrected error = 0.0134594 meV
isotropic lambda, mu = 60.0, 50.0 GPa
isotropic tests use P entries in aJ
dilation P=diag(1,1,1): A = 0.00312500 aJ nm^3
dilation closed formula: A = 0.00312500 aJ nm^3
dilation at zero stress: A = -0.00223214 aJ nm^3
P=diag(1,1,2): reciprocal A = 0.00972141 aJ nm^3
spherical pair sum = 0.00255474 aJ nm^3
mean-strain term gbar/2 = 0.00716667 aJ nm^3
spherical total = 0.00972141 aJ nm^3
flattened-cutoff pair sum = 0.00069438 aJ nm^3
PASS
```
